# Even and odd pupil phase errors in a point image: a program that tests the result

```python
# RESULT UNDER TEST
# Point image: E(v) = integral A(p) exp(i phi(p)) exp(i v.p) d2p, I = |E|^2.
# A: real pupil amplitude with A(-p) = A(p); phi: phase error in rad;
# p: pupil coordinate (edge at 1); v = 2 pi NA r / wavelength.
# Even phi leaves I unchanged to first order; odd phi changes it by
# -2 F0 S, with F0 = int A cos(v.p) and S = int A phi sin(v.p).
# Images come from direct pupil quadrature. The number of angles is odd, so
# the nodes themselves have no inversion symmetry that could force the result.
import numpy as np
from scipy.special import j1, jv, jn_zeros
from scipy.optimize import minimize_scalar

nodes, gauss = np.polynomial.legendre.leggauss(26)
n_angle = 61
radius = (nodes + 1) / 2
angle = 2 * np.pi * (np.arange(n_angle) + 0.3) / n_angle
rho, theta = [g.ravel() for g in np.meshgrid(radius, angle, indexing="ij")]
weight = np.repeat(gauss / 2 * radius, n_angle) * 2 / n_angle  # disc area = 1
px, py = rho * np.cos(theta), rho * np.sin(theta)
flat = np.ones_like(rho)
zero = np.zeros_like(rho)


def kernel(vx, vy):
    return np.exp(1j * (np.outer(px, vx) + np.outer(py, vy)))


def field(K, amp, phase):
    return (weight * amp * np.exp(1j * phase)) @ K


def image(K, amp, phase):
    """Intensity; several rows of amp are summed as field components."""
    e = (weight * np.atleast_2d(amp) * np.exp(1j * phase)) @ K
    return np.sum(np.abs(e) ** 2, axis=0)


def signed(K, amp, phase, base=0.0):
    """Half the difference between the images for +phase and -phase."""
    return (image(K, amp, base + phase) - image(K, amp, base - phase)) / 2


def order(K, amp, phase, eps):
    """Power of the phase size with which the largest change grows."""
    ref = image(K, amp, zero)
    big = np.max(np.abs(image(K, amp, 2 * eps * phase) - ref))
    small = np.max(np.abs(image(K, amp, eps * phase) - ref))
    return np.log2(big / small)


def peak(x):
    return np.max(np.abs(x))


def close(x, y, tol):
    assert peak(x - y) < tol * peak(y), (peak(x - y), peak(y))


# ---- general pupil: real, even, sign-changing and not round ----
rng = np.random.default_rng(4)
vx, vy = rng.uniform(-7, 7, (2, 80))
K = kernel(vx, vy)
arg = np.outer(px, vx) + np.outer(py, vy)
A = 1 - 1.6 * rho**2 + 0.4 * px * py
even = 0.3 + 0.8 * px**2 - 0.5 * px * py + 1.1 * px**4 - 0.7 * px**2 * py**2
odd = 0.9 * px**3 - 0.6 * px**2 * py + 0.4 * py + 0.5 * px * py**4
F0 = (weight * A) @ np.cos(arg)
S = (weight * A * odd) @ np.sin(arg)

order_even = order(K, A, even, 1e-3)
order_odd = order(K, A, odd, 1e-3)
assert abs(order_even - 2) < 0.02
assert abs(order_odd - 1) < 0.02

# even error: exact sign symmetry and the leading quadratic change
assert peak(signed(K, A, even)) < 1e-11
F1 = (weight * A * even) @ np.cos(arg)
F2 = (weight * A * even**2) @ np.cos(arg)
eps = 0.005
close((image(K, A, eps * even) - image(K, A, zero)) / eps**2,
      F1**2 - F0 * F2, 1e-3)

# odd error: linear term, real field, mirror rule; even part drops out
h = 1e-3
slope_odd = signed(K, A, h * odd) / h
close(slope_odd, -2 * F0 * S, 1e-4)
assert peak(field(K, A, odd).imag) < 1e-11
assert peak(image(K, A, -odd) - image(K.conj(), A, odd)) < 1e-11
close(signed(K, A, h * (even + odd)) / h, -2 * F0 * S, 1e-4)

# remainder bound for finite phase errors of mixed parity
worst_bound = 0.0
for size in (0.05, 0.3, 1.0, 2.0):
    phase = size * (even + odd)
    M0 = np.sum(weight * np.abs(A))
    M2 = np.sum(weight * np.abs(A) * phase**2)
    rest = image(K, A, phase) - F0**2 + 2 * size * F0 * S
    worst_bound = max(worst_bound, peak(rest) / (2 * M0 * M2))
assert worst_bound <= 1

# broken conditions: an odd part of A, or a small defocus
A_odd = 0.3 * px
C0, D0 = F0, (weight * A_odd) @ np.sin(arg)
Cp, Dp = F1, (weight * A_odd * even) @ np.sin(arg)
slope_apod = signed(K, A + A_odd, h * even) / h
close(slope_apod, -2 * (C0 * Dp - D0 * Cp), 1e-4)
assert peak(slope_apod) > 1e-3
defocus = rho**2
Fd = (weight * A * defocus) @ np.cos(arg)
Fdp = (weight * A * defocus * even) @ np.cos(arg)
d = 0.005
close(signed(K, A, h * even, d * defocus) / (h * d),
      2 * (Fd * F1 - F0 * Fdp), 1e-3)

# ---- worked example: round uniform pupil, rough KrF lens values ----
wavelength, NA = 248.0, 0.60                   # nm, numerical aperture
rms_mwave = 10.0                               # thousandths of a wave, rms
a = 2 * np.pi * rms_mwave / 1000
nm_per_v = wavelength / (2 * np.pi * NA)
spherical = np.sqrt(5) * (6 * rho**4 - 6 * rho**2 + 1)
coma = np.sqrt(8) * (3 * rho**3 - 2 * rho) * np.cos(theta)
for z in (spherical, coma):
    assert abs(np.sum(weight * z**2) - 1) < 1e-12
    assert abs(np.sum(weight * z)) < 1e-12

v = np.linspace(-10, 10, 800)
L = kernel(v, 0 * v)
center = kernel(np.zeros(1), np.zeros(1))
I0 = image(L, flat, zero)
close(I0, (2 * j1(v) / v) ** 2, 1e-10)


def coma_linear(x):
    return 8 * np.sqrt(8) * j1(x) * jv(4, x) / x**2


close(signed(L, flat, h * coma) / h, coma_linear(v), 1e-4)
# tilt must give a pure shift: its slope is dI0/dv
close(signed(L, flat, h * px) / h, -8 * j1(v) * jv(2, v) / v**2, 1e-4)

best = minimize_scalar(lambda x: -coma_linear(x), bounds=(1, 4),
                       method="bounded", options={"xatol": 1e-10})
v_best, coefficient = best.x, -best.fun
assert abs(peak(coma_linear(v)) / coefficient - 1) < 1e-3
sides = kernel(np.array([v_best, -v_best]), np.zeros(2))
I_ref = image(sides, flat, zero)
I_coma = image(sides, flat, a * coma)
I_sph_plus = image(sides, flat, a * spherical)
I_sph_minus = image(sides, flat, -a * spherical)
assert peak(I_sph_plus - I_sph_minus) < 1e-11
drop_sph = 1 - image(center, flat, a * spherical)[0]
drop_coma = 1 - image(center, flat, a * coma)[0]
assert abs(drop_sph / a**2 - 1) < 0.02 and abs(drop_coma / a**2 - 1) < 0.02

v_dark = jn_zeros(1, 1)[0]
dark = kernel(np.array([v_dark]), np.zeros(1))
S_dark = 2 * np.sqrt(8) * jv(4, v_dark) / v_dark
tiny = 1e-3
assert abs(image(dark, flat, tiny * coma)[0] / (tiny * S_dark) ** 2 - 1) < 0.01
I_dark = image(dark, flat, a * coma)[0]

table = []
for m in (5.0, 10.0, 20.0):
    b = 2 * np.pi * m / 1000
    c_signed = peak(signed(L, flat, b * coma))
    c_full = peak(image(L, flat, b * coma) - I0)
    s_full = peak(image(L, flat, b * spherical) - I0)
    assert abs(s_full / b**2 - 1) < 0.02
    table.append((m, c_signed, c_full, s_full))
crossover = 1000 * coefficient / (2 * np.pi)

# ---- sizes of neglected effects ----
# vector image, unpolarized: x- and y-polarized entrance fields averaged
s = NA * rho
c = np.sqrt(1 - s**2)
ct, st = np.cos(theta), np.sin(theta)
vec = np.array([c * ct**2 + st**2, (c - 1) * st * ct, -s * ct,
                (c - 1) * st * ct, c * st**2 + ct**2, -s * st]) / np.sqrt(c)
vec /= np.sqrt(image(center, vec, zero)[0])
vector_shape = peak(image(L, vec, zero) - I0)
vector_coma = peak(signed(L, vec, a * coma))
assert peak(signed(L, vec, a * spherical)) < 1e-11
order_vec = order(L, vec, spherical, 1e-3)
assert abs(order_vec - 2) < 0.02

z_focus = 100.0                                # nm
focus = 2 * np.pi * z_focus / wavelength * (c - 1)
focus_rms = np.sqrt(np.sum(weight * focus**2) - np.sum(weight * focus) ** 2)
sig_plus = signed(L, flat, a * spherical, focus)
sig_minus = signed(L, flat, a * spherical, -focus)
assert peak(sig_plus + sig_minus) < 1e-11 and peak(sig_plus) > 1e-5

pinhole = 100.0                                # nm, diameter at image scale
q = np.pi * pinhole * NA / wavelength
hole = 2 * j1(q * rho) / (q * rho)
hole /= np.sum(weight * hole)
hole_coma = peak(signed(L, hole, a * coma))
assert peak(signed(L, hole, a * spherical)) < 1e-11

tilt_amp = 0.01
apod_signed = peak(signed(L, flat + tilt_amp * px, a * spherical))
flare = 0.02
coma_signed = peak(signed(L, flat, a * coma))

print("GENERAL PUPIL")
print(f"growth power, even phase error: {order_even:.4f}")
print(f"growth power, odd phase error: {order_odd:.4f}")
print(f"largest remainder / bound: {worst_bound:.3f}")
print("EXAMPLE (intensities in units of the ideal peak)")
print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {NA:.2f}")
print(f"rms aberration: {rms_mwave:.0f} mwave")
print(f"rms phase a: {a:.5f} rad")
print(f"a squared: {a**2:.6f}")
print(f"remainder bound 2 a^2: {2*a**2:.6f}")
print(f"image length per unit v: {nm_per_v:.3f} nm")
print(f"v of largest linear coma change: {v_best:.4f}")
print(f"radius of that point: {v_best*nm_per_v:.1f} nm")
print(f"largest linear coefficient: {coefficient:.5f} per rad")
print(f"linear coma change, formula: {coefficient*a:.6f}")
print(f"ideal intensity there: {I_ref[0]:.6f}")
print(f"with coma, +side: {I_coma[0]:.6f}")
print(f"with coma, -side: {I_coma[1]:.6f}")
print(f"half side difference: {(I_coma[0]-I_coma[1])/2:.6f}")
print(f"with +spherical, +side: {I_sph_plus[0]:.6f}")
print(f"with -spherical, +side: {I_sph_minus[0]:.6f}")
print(f"centre drop, spherical: {drop_sph:.6f}")
print(f"centre drop, coma: {drop_coma:.6f}")
print(f"first dark ring radius: {v_dark*nm_per_v:.1f} nm")
print(f"dark ring intensity on coma axis: {I_dark:.6f}")
print(f"leading value S^2 there: {(a*S_dark)**2:.6f}")
print("LARGEST CHANGES ALONG THE COMA AXIS")
for m, c_signed, c_full, s_full in table:
    print(f"{m:.0f} mwave: coma signed {c_signed:.6f}, "
          f"coma total {c_full:.6f}, spherical {s_full:.6f}")
print(f"linear coma = quadratic spherical at: {crossover:.1f} mwave")
print("NEGLECTED EFFECTS")
print(f"scalar signed coma change: {coma_signed:.6f}")
print(f"vector signed coma change: {vector_coma:.6f}")
print(f"vector minus scalar ideal image, largest: {vector_shape:.5f}")
print(f"vector growth power, spherical: {order_vec:.4f}")
print(f"defocus: {z_focus:.0f} nm")
print(f"defocus rms phase: {focus_rms:.4f} rad")
print(f"signed spherical change at this defocus: {peak(sig_plus):.6f}")
print(f"pinhole diameter at image scale: {pinhole:.0f} nm")
print(f"pinhole edge/centre pupil amplitude: {2*j1(q)/q:.4f}")
print(f"signed coma change with pinhole: {hole_coma:.6f}")
print(f"pupil amplitude slope: {100*tilt_amp:.0f} % centre to edge")
print(f"signed spherical change from slope: {apod_signed:.7f}")
print(f"flare: {100*flare:.0f} % of the light")
print(f"signed coma change after flare loss: {(1-flare)*coma_signed:.6f}")
print("every check passed")
```

It prints:

```
GENERAL PUPIL
growth power, even phase error: 2.0000
growth power, odd phase error: 1.0001
largest remainder / bound: 0.106
EXAMPLE (intensities in units of the ideal peak)
wavelength: 248 nm
numerical aperture: 0.60
rms aberration: 10 mwave
rms phase a: 0.06283 rad
a squared: 0.003948
remainder bound 2 a^2: 0.007896
image length per unit v: 65.784 nm
v of largest linear coma change: 2.5287
radius of that point: 166.4 nm
largest linear coefficient: 0.13286 per rad
linear coma change, formula: 0.008348
ideal intensity there: 0.150103
with coma, +side: 0.158430
with coma, -side: 0.141748
half side difference: 0.008341
with +spherical, +side: 0.149481
with -spherical, +side: 0.149481
centre drop, spherical: 0.003941
centre drop, coma: 0.003941
first dark ring radius: 252.1 nm
dark ring intensity on coma axis: 0.000595
leading value S^2 there: 0.000562
LARGEST CHANGES ALONG THE COMA AXIS
5 mwave: coma signed 0.004173, coma total 0.004183, spherical 0.000987
10 mwave: coma signed 0.008340, coma total 0.008414, spherical 0.003941
20 mwave: coma signed 0.016642, coma total 0.017271, spherical 0.015684
linear coma = quadratic spherical at: 21.1 mwave
NEGLECTED EFFECTS
scalar signed coma change: 0.008340
vector signed coma change: 0.007285
vector minus scalar ideal image, largest: 0.02632
vector growth power, spherical: 2.0000
defocus: 100 nm
defocus rms phase: 0.1460 rad
signed spherical change at this defocus: 0.001876
pinhole diameter at image scale: 100 nm
pinhole edge/centre pupil amplitude: 0.9295
signed coma change with pinhole: 0.009079
pupil amplitude slope: 1 % centre to edge
signed spherical change from slope: 0.0000455
flare: 2 % of the light
signed coma change after flare loss: 0.008174
every check passed
```
